# Exact Poisson Confidence Limits on a Hop Rate from Molecular Dynamics: a program that tests the result

```python
"""Exact Poisson confidence limits on a hop rate.

Result under test: n hops seen in a fixed total time T, from a Poisson process
of rate k, give the central limits a_L/T <= k <= a_U/T at confidence 1 - alpha,
    a_L = chi2 quantile(alpha/2; 2n) / 2        (zero for n = 0),
    a_U = chi2 quantile(1 - alpha/2; 2n + 2) / 2.
For n = 0 the one-sided 95 percent upper bound is ln(20)/T, about 3/T.
Symbols: mean = k*T is the expected count; alpha is the allowed failure
probability; coverage is the probability that the limits enclose the true mean.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.stats import chi2

ALPHA = 0.05


def poisson(j, mean):
    return math.exp(-mean) * mean**j / math.factorial(j)


def prob_at_most(n, mean):
    return sum(poisson(j, mean) for j in range(n + 1))


def lower_limit(n, tail):
    return 0.0 if n == 0 else 0.5 * chi2.ppf(tail, 2 * n)


def upper_limit(n, tail):
    return 0.5 * chi2.ppf(1 - tail, 2 * n + 2)


# Counting law: integrate the master equation, then pool four independent runs.
size = 40
generator = -np.eye(size) + np.diag(np.ones(size - 1), -1)
for mean in (0.8, 4.0, 9.0):
    law = np.array([poisson(j, mean) for j in range(size)])
    assert np.allclose(expm(generator * mean)[:, 0], law, atol=1e-12)
    single = expm(generator * mean / 4)[:, 0]
    pooled = np.array([1.0])
    for _ in range(4):
        pooled = np.convolve(pooled, single)[:size]
    assert np.allclose(pooled, law, atol=1e-12)

# Derivative of the cumulative sum, and its integral form.
for n in (0, 1, 4, 9):
    for mean in (0.7, 3.0, 8.0):
        h = 1e-4
        slope = (prob_at_most(n, mean + h) - prob_at_most(n, mean - h)) / (2 * h)
        assert abs(slope + poisson(n, mean)) < 1e-7
        integral = quad(lambda x: x**n * math.exp(-x) / math.factorial(n),
                        mean, np.inf)[0]
        assert abs(integral - prob_at_most(n, mean)) < 1e-7

# Quantile formulas against root finding on the explicit Poisson sums.
for tail in (0.025, 0.05, 0.16):
    for n in range(21):
        top = n + 10 * math.sqrt(n + 1) + 20
        root = brentq(lambda a: prob_at_most(n, a) - tail, 0, top, xtol=1e-12)
        assert abs(root - upper_limit(n, tail)) < 1e-8
        if n > 0:
            root = brentq(lambda a: 1 - prob_at_most(n - 1, a) - tail,
                          0, top, xtol=1e-12)
            assert abs(root - lower_limit(n, tail)) < 1e-8

# Coverage by explicit sums over all counts that matter for means up to 30.
counts = range(91)
central = [(lower_limit(n, ALPHA / 2), upper_limit(n, ALPHA / 2)) for n in counts]
one_sided = [(0.0, upper_limit(n, ALPHA)) for n in counts]
gaussian = [(n - 1.96 * math.sqrt(n), n + 1.96 * math.sqrt(n)) for n in counts]


def coverage(intervals, mean):
    return sum(poisson(n, mean) for n in counts
               if intervals[n][0] <= mean <= intervals[n][1])


def lowest_coverage(intervals):
    # Coverage jumps at the limits, so both sides of every limit are included.
    means = list(np.arange(0.05, 30, 0.05))
    for pair in intervals:
        for edge in pair:
            if 0 < edge < 30:
                means += [edge * (1 - 1e-9), edge * (1 + 1e-9)]
    return min(coverage(intervals, mean) for mean in means)


low_central = lowest_coverage(central)
low_one_sided = lowest_coverage(one_sided)
assert low_central >= 1 - ALPHA - 1e-9
assert abs(low_one_sided - (1 - ALPHA)) < 1e-6
assert coverage(gaussian, 1.0) < 0.95 and coverage(gaussian, 4.0) < 0.95

# Correlated hops: every hop is followed by a return, both are counted.
pair_mean = 10.0
counted_mean = 2 * pair_mean
paired_coverage = sum(poisson(j, pair_mean) for j in range(45)
                      if central[2 * j][0] <= counted_mean <= central[2 * j][1])
assert paired_coverage < 0.90 < coverage(central, counted_mean)

# Worked example.
runs, run_time = 4, 50.0
T = runs * run_time
n_seen = 4
a_low, a_up = central[n_seen]
per_ps_to_per_s = 1 / constants.pico
zero_bound = brentq(lambda a: prob_at_most(0, a) - ALPHA, 0, 20, xtol=1e-13)
assert abs(zero_bound - math.log(20)) < 1e-10
assert abs(central[0][1] - math.log(40)) < 1e-10
rate_bound = zero_bound / T
target_rate = 0.001
target_time = zero_bound / target_rate

attempt, temperature = 10.0, 1000.0
thermal = constants.k * temperature / constants.e
barrier = thermal * math.log(attempt * T / math.log(20))
barrier_root = brentq(
    lambda E: math.exp(-attempt * T * math.exp(-E / thermal)) - ALPHA,
    0.1, 2.0, xtol=1e-12)
assert abs(barrier - barrier_root) < 1e-9

print(f"number of runs: {runs}")
print(f"time per run: {run_time:.0f} ps")
print(f"total time T: {T:.0f} ps")
print("central 95 percent limits on the mean count (dimensionless):")
for n in range(6):
    print(f"  n = {n}: a_L = {central[n][0]:.4f}, a_U = {central[n][1]:.4f}")
print(f"case A, hops seen: {n_seen}")
print(f"case A, estimate n/T: {n_seen / T:.4f} per ps")
print(f"case A, lower limit: {a_low / T:.5f} per ps")
print(f"case A, upper limit: {a_up / T:.5f} per ps")
print(f"case A, lower limit: {a_low / T * per_ps_to_per_s:.3e} per s")
print(f"case A, upper limit: {a_up / T * per_ps_to_per_s:.3e} per s")
print(f"case A, ratio upper/lower: {a_up / a_low:.2f}")
print("case A, Poisson terms at mean a_U (dimensionless):")
for j in range(n_seen + 1):
    print(f"  P({j}) = {poisson(j, a_up):.6f}")
print(f"  sum = {prob_at_most(n_seen, a_up):.6f}")
print(f"case A, P(N >= 4) at mean a_L: {1 - prob_at_most(3, a_low):.6f}")
print(f"case A, Gaussian lower limit: {gaussian[n_seen][0] / T:.5f} per ps")
print(f"case A, Gaussian upper limit: {gaussian[n_seen][1] / T:.5f} per ps")
print(f"case B, one-sided bound on mean count: {zero_bound:.4f}")
print(f"case B, one-sided upper bound on rate: {rate_bound:.5f} per ps")
print(f"case B, same bound: {rate_bound * per_ps_to_per_s:.3e} per s")
print(f"case B, rounded rule 3/T: {3 / T:.5f} per ps")
print(f"confidence of exactly 3/T: {1 - poisson(0, 3.0):.5f}")
print(f"case B, central upper limit: {central[0][1] / T:.5f} per ps")
print(f"target rate bound: {target_rate:.3f} per ps")
print(f"hop-free time needed for target: {target_time:.0f} ps")
print(f"attempt frequency: {attempt:.0f} per ps")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {thermal:.5f} eV")
print(f"case B, lower bound on barrier: {barrier:.3f} eV")
print(f"lowest central coverage, means up to 30: {low_central:.4f}")
print(f"lowest one-sided coverage, means up to 30: {low_one_sided:.4f}")
for mean in (1.0, 4.0):
    print(f"coverage at mean {mean:.0f}: exact {coverage(central, mean):.4f}, "
          f"Gaussian {coverage(gaussian, mean):.4f}")
print(f"mean counted hops in paired test: {counted_mean:.0f}")
print(f"coverage, independent hops: {coverage(central, counted_mean):.4f}")
print(f"coverage, paired hops: {paired_coverage:.4f}")
print("checks complete")
```

Output:

```
number of runs: 4
time per run: 50 ps
total time T: 200 ps
central 95 percent limits on the mean count (dimensionless):
  n = 0: a_L = 0.0000, a_U = 3.6889
  n = 1: a_L = 0.0253, a_U = 5.5716
  n = 2: a_L = 0.2422, a_U = 7.2247
  n = 3: a_L = 0.6187, a_U = 8.7673
  n = 4: a_L = 1.0899, a_U = 10.2416
  n = 5: a_L = 1.6235, a_U = 11.6683
case A, hops seen: 4
case A, estimate n/T: 0.0200 per ps
case A, lower limit: 0.00545 per ps
case A, upper limit: 0.05121 per ps
case A, lower limit: 5.449e+09 per s
case A, upper limit: 5.121e+10 per s
case A, ratio upper/lower: 9.40
case A, Poisson terms at mean a_U (dimensionless):
  P(0) = 0.000036
  P(1) = 0.000365
  P(2) = 0.001870
  P(3) = 0.006384
  P(4) = 0.016345
  sum = 0.025000
case A, P(N >= 4) at mean a_L: 0.025000
case A, Gaussian lower limit: 0.00040 per ps
case A, Gaussian upper limit: 0.03960 per ps
case B, one-sided bound on mean count: 2.9957
case B, one-sided upper bound on rate: 0.01498 per ps
case B, same bound: 1.498e+10 per s
case B, rounded rule 3/T: 0.01500 per ps
confidence of exactly 3/T: 0.95021
case B, central upper limit: 0.01844 per ps
target rate bound: 0.001 per ps
hop-free time needed for target: 2996 ps
attempt frequency: 10 per ps
temperature: 1000 K
thermal energy: 0.08617 eV
case B, lower bound on barrier: 0.560 eV
lowest central coverage, means up to 30: 0.9506
lowest one-sided coverage, means up to 30: 0.9500
coverage at mean 1: exact 0.9810, Gaussian 0.6315
coverage at mean 4: exact 0.9603, Gaussian 0.9056
mean counted hops in paired test: 20
coverage, independent hops: 0.9568
coverage, paired hops: 0.8495
checks complete
```
